\section*{The Acceleration Form of the Dipole Matrix Element in Atoms}

\section{What symmetry and dimensions require}

Consider an atom with a fixed nucleus. If all its electrons are displaced by the same vector, every distance between two electrons stays the same, and so does the repulsion energy. The repulsion therefore exerts no total force on the electrons. What remains is the pull of the nucleus. For a point charge at the origin, rotational symmetry directs the force on electron $i$ along $\mathbf r_i$, and Coulomb's law gives it the magnitude $Z/r_i^2$ in atomic units. The total force must be built from
\begin{equation}
\mathbf A=\sum_{i=1}^{N}\frac{\mathbf r_i}{r_i^3}.
\end{equation}

A transition of angular frequency $\omega$ connects a coordinate to an acceleration by two time derivatives, hence by a factor $\omega^2$. Newton's law then suggests, in SI units,
\begin{equation}
m_e\omega^2\langle f|\textstyle\sum_i\mathbf r_i|i\rangle
= C\,\frac{Ze^2}{4\pi\varepsilon_0}\langle f|\mathbf A|i\rangle ,
\end{equation}
where both sides are forces and $C$ is a pure number. Dimensions cannot supply $C$ or its sign. The proof below gives $C=1$.

\section{Assumptions and theorem}

Atomic units are used from here on: $\hbar=m_e=e=4\pi\varepsilon_0=1$. The Hamiltonian of $N$ electrons and a fixed point nucleus of charge $Z$ is
\begin{equation}
H=\sum_i\frac{\mathbf p_i^2}{2}+V,\qquad
V=-\sum_i\frac{Z}{r_i}+\sum_{i<j}\frac1{r_{ij}},
\end{equation}
with $\mathbf p_i=-i\nabla_i$ and $r_{ij}=|\mathbf r_i-\mathbf r_j|$. There are no external fields and no relativistic terms. As an index, $i$ labels an electron; in $|i\rangle$ it labels the initial state. Define
\begin{equation}
\mathbf R=\sum_i\mathbf r_i,\qquad \mathbf D=\sum_i\nabla_i,\qquad
\mathbf P=\sum_i\mathbf p_i=-i\mathbf D .
\end{equation}
The electric dipole operator is $-\mathbf R$, because the electron charge is $-1$.

The states obey $H|i\rangle=E_i|i\rangle$ and $H|f\rangle=E_f|f\rangle$, and $\omega=E_f-E_i$. They are bound states below the ionization threshold, so they and their derivatives decay exponentially. One regularity property of Coulomb eigenfunctions is taken as known. Where just two particles meet at separation $\mathbf s$, the function has the form $a+s\,b$, with $a$ and $b$ smooth in $\mathbf s$ and in the other coordinates. Throughout space its first derivatives are bounded, and its second derivatives grow no faster than the inverse distance to the nearest coalescence.

\paragraph{Theorem.} Under these assumptions,
\begin{equation}
\boxed{\;\omega^2\langle f|\mathbf R|i\rangle
=Z\,\langle f|\sum_i\frac{\mathbf r_i}{r_i^3}|i\rangle\;}
\label{eq:main}
\end{equation}
For $\omega\ne0$, division by $\omega^2$ gives the acceleration form of the matrix element of $\mathbf R$.

\section{Three operator lemmas}

\paragraph{Lemma 1.} $[H,\mathbf R]=-i\mathbf P$.

\emph{Proof.} The potential is a function of position and commutes with $\mathbf R$. Coordinates of one electron commute with momenta of another. For one Cartesian component, $[p,x]=-i$ gives
\begin{equation}
\left[\frac{p^2}{2},x\right]
=\frac12\bigl(p[p,x]+[p,x]p\bigr)
=\frac12(-ip-ip)=-ip .
\end{equation}
Summing over electrons proves the lemma. $\square$

\paragraph{Lemma 2.} The repulsion disappears from the total gradient of $V$:
\begin{equation}
\sum_i\nabla_iV=Z\sum_i\frac{\mathbf r_i}{r_i^3}=Z\mathbf A .
\end{equation}

\emph{Proof.} Differentiating $r_{ij}^2=(\mathbf r_i-\mathbf r_j)\cdot(\mathbf r_i-\mathbf r_j)$ with respect to $\mathbf r_i$ gives $2r_{ij}\nabla_ir_{ij}=2(\mathbf r_i-\mathbf r_j)$. Hence
\begin{align}
\nabla_i\frac1{r_{ij}}
&=-\frac1{r_{ij}^2}\nabla_ir_{ij}
=-\frac{\mathbf r_i-\mathbf r_j}{r_{ij}^3},\\
\nabla_j\frac1{r_{ij}}
&=-\frac{\mathbf r_j-\mathbf r_i}{r_{ij}^3}
=+\frac{\mathbf r_i-\mathbf r_j}{r_{ij}^3}.
\end{align}
The term $1/r_{ij}$ depends on no other electron. Its total gradient is the sum of these two lines, which is zero. This holds for each pair separately. For the attraction, $\nabla_ir_i=\mathbf r_i/r_i$, so
\begin{equation}
\nabla_i\left(-\frac Z{r_i}\right)
=\frac Z{r_i^2}\,\frac{\mathbf r_i}{r_i}
=\frac{Z\mathbf r_i}{r_i^3}.
\end{equation}
Summation over $i$ completes the proof. $\square$

The cancellation is Newton's third law for each pair. It takes place in the operator, before any state is chosen. Repulsion still enters (\ref{eq:main}) through the eigenfunctions and through $\omega$.

Three electrons around a charge $Z=3$ show the cancellation in numbers. Place them at $(0.5,0.2,0.9)$, $(-0.7,1.1,-0.4)$ and $(0.3,-1.3,0.6)$ bohr. The $z$ components of the three repulsion gradients, in hartree/bohr, add to
\begin{equation}
-0.247932+0.212486+0.035446=0 .
\end{equation}
No single one vanishes. Shifting all three electrons together in the full potential gives a $z$ gradient of $2.442241$ hartree/bohr, the same as the nuclear formula.

\paragraph{Lemma 3.} $[H,\mathbf P]=iZ\mathbf A$.

\emph{Proof.} Momenta commute with each other, so the kinetic energy drops out. For the potential, let the commutator act on a function $\psi$ and use the product rule:
\begin{align}
[V,\mathbf P]\psi
&=-i\bigl(V\mathbf D\psi-\mathbf D(V\psi)\bigr)\nonumber\\
&=-i\bigl(V\mathbf D\psi-(\mathbf DV)\psi-V\mathbf D\psi\bigr)
=i(\mathbf DV)\psi .
\end{align}
By Lemma 2, $\mathbf DV=Z\mathbf A$. $\square$

\section{Letting the Hamiltonian act to the left}

To take a matrix element of $[H,\mathbf P]$, one must replace $\langle f|H\mathbf P|i\rangle$ by $E_f\langle f|\mathbf P|i\rangle$. This is an integration by parts, and $\mathbf P|i\rangle$ is less smooth than $|i\rangle$, so the boundary terms need attention.

\paragraph{Lemma 4.} For $X=\mathbf R$ and $X=\mathbf P$, $\langle f|HX|i\rangle=E_f\langle f|X|i\rangle$.

\emph{Proof.} Let $g$ be a component of $X\psi_i$. The potential can be moved freely, as the integrals converge. For the kinetic energy, Green's identity gives
\begin{equation}
\int\left(\psi_f^*\nabla^2g-g\nabla^2\psi_f^*\right)d\tau
=\oint\left(\psi_f^*\partial_ng-g\,\partial_n\psi_f^*\right)dS ,
\end{equation}
where the surfaces lie at infinity and around the coalescences. The surface at infinity gives zero because the states decay exponentially. Multiplication by $\mathbf R$ does not worsen the behaviour at coalescences, so $X=\mathbf P$ is the case to examine.

Near the nucleus, let one electron have position $\mathbf s$ and write $\psi_i=a+sb$. Its derivative along axis $\alpha$ is
\begin{equation}
\partial_\alpha\psi_i
=\partial_\alpha a+\frac{s_\alpha}{s}\,b+s\,\partial_\alpha b .
\end{equation}
The middle term depends on the direction of approach, but it is bounded. Its radial derivative is also bounded, because $s_\alpha/s$ does not change along a ray. The derivatives with respect to the other electrons keep the form $a+sb$. The surface integrand is thus bounded, while a sphere of radius $\epsilon$ has area $4\pi\epsilon^2$. The surface term vanishes as $\epsilon^2$. The Laplacian of the middle term grows as $1/s^2$, which is integrable in three dimensions.

Where two electrons meet, use $\mathbf s=\mathbf r_1-\mathbf r_2$ and $\mathbf c=(\mathbf r_1+\mathbf r_2)/2$. The chain rule gives
\begin{equation}
\nabla_1+\nabla_2
=\left(\nabla_s+\tfrac12\nabla_c\right)
+\left(-\nabla_s+\tfrac12\nabla_c\right)=\nabla_c .
\end{equation}
The total gradient does not differentiate $s$, so $g$ again has the form $a+sb$, and the surface term vanishes as before.

Points where three or more particles meet, or where two separate pairs meet at once, have codimension at least six. A surface enclosing them at distance $\epsilon$ has area of order $\epsilon^5$ or smaller. The assumed bound on second derivatives permits at most one inverse power of distance, integrable over that surface, so this contribution vanishes too. $\square$

\section{Proof of the theorem}

Take Lemma 1 between the two eigenstates. By Lemma 4 the left side is
\begin{equation}
\langle f|H\mathbf R-\mathbf RH|i\rangle
=(E_f-E_i)\langle f|\mathbf R|i\rangle
=\omega\langle f|\mathbf R|i\rangle .
\end{equation}
The right side is $-i\langle f|\mathbf P|i\rangle$. Multiplication by $i$ gives
\begin{equation}
\langle f|\mathbf P|i\rangle=i\omega\langle f|\mathbf R|i\rangle .
\label{eq:velocity}
\end{equation}
Since $\mathbf D=i\mathbf P$, this also reads $\langle f|\mathbf D|i\rangle=-\omega\langle f|\mathbf R|i\rangle$, which is the velocity form. Lemma 3 between the same states gives
\begin{equation}
\omega\langle f|\mathbf P|i\rangle=iZ\langle f|\mathbf A|i\rangle .
\label{eq:force}
\end{equation}
Inserting (\ref{eq:velocity}) into (\ref{eq:force}) yields $i\omega^2\langle f|\mathbf R|i\rangle=iZ\langle f|\mathbf A|i\rangle$. Dividing by $i$ proves (\ref{eq:main}). $\blacksquare$

\paragraph{Remark on the sign.} In the Heisenberg picture $\dot{\mathbf R}=i[H,\mathbf R]=\mathbf P$, and $\ddot{\mathbf R}=i[H,\mathbf P]=-Z\mathbf A$. The acceleration points toward the nucleus, as it should. Two time derivatives multiply a matrix element by $(i\omega)^2=-\omega^2$. The two minus signs cancel, leaving (\ref{eq:main}) with a plus sign.

\paragraph{Corollary.} If $E_f=E_i$, then $\langle f|\mathbf A|i\rangle=0$. In particular, the mean total nuclear force vanishes in every bound eigenstate covered by the theorem.

The dipole element itself need not vanish at $\omega=0$. For hydrogen $2s$ and $2p$, the radial functions are proportional to $(1-r/2)e^{-r/2}$ and $re^{-r/2}$. The factor $r^{-2}$ in the force cancels the volume factor $r^2$, leaving
\begin{equation}
\int_0^\infty\left(r-\frac{r^2}{2}\right)e^{-r}dr=1-\frac22=0 .
\end{equation}
The corresponding integral for the length contains another factor $r^3$ and equals $4!-5!/2=-36$, which is not zero. The acceleration form then reads $0/0$ and cannot determine the dipole element.

\section{One electron: a closed check}

For a hydrogenic ion take the transition $1s\to2p_z$, with
\begin{equation}
R_{1s}=2Z^{3/2}e^{-Zr},\qquad
R_{2p}=\frac{Z^{5/2}}{2\sqrt6}\,re^{-Zr/2}.
\end{equation}
Their product is $(Z^4/\sqrt6)\,re^{-3Zr/2}$, and the angular integral of $\cos\theta$ is $1/\sqrt3$. With $\int_0^\infty r^ne^{-\beta r}dr=n!/\beta^{n+1}$ and $\beta=3Z/2$,
\begin{align}
\langle2p_z|z|1s\rangle
&=\frac{Z^4}{\sqrt{18}}\int_0^\infty r^4e^{-3Zr/2}dr
=\frac{Z^4}{3\sqrt2}\,\frac{256}{81Z^5}
=\frac{128\sqrt2}{243\,Z},\\
\langle2p_z|\frac z{r^3}|1s\rangle
&=\frac{Z^4}{\sqrt{18}}\int_0^\infty re^{-3Zr/2}dr
=\frac{Z^4}{3\sqrt2}\,\frac4{9Z^2}
=\frac{2\sqrt2}{27}Z^2 .
\end{align}
The energy difference is $\omega=Z^2(1/2-1/8)=3Z^2/8$. Therefore
\begin{equation}
\omega^2\langle z\rangle
=\frac{9Z^4}{64}\,\frac{128\sqrt2}{243Z}
=\frac{2\sqrt2}{27}Z^3
=Z\left\langle\frac z{r^3}\right\rangle .
\end{equation}
For $Z=1$ the two elements are $0.744936$ bohr and $0.104757$ bohr$^{-2}$. The initial state has a cusp at the nucleus, so this case also bears on Lemma 4.

\section{Helium with correlated states}

The transition from the helium ground state $1\,^1S$ to $2\,^1P$ tests the cancellation with repulsion fully present in $H$. The states are variational combinations of functions
\begin{equation}
r_1^{\,l}r_2^{\,m}r_{12}^{\,n}e^{-ar_1-br_2},
\end{equation}
made symmetric under exchange; the $P$ functions carry an additional vector factor $\mathbf r_1$ or $\mathbf r_2$. The model has a fixed point nucleus and omits relativistic and radiative corrections. The exponent pairs $(a,b)$, in bohr$^{-1}$, are $(1.85,1.85)$ and $(3.5,3.5)$ for the $S$ state. For the $P$ state they are $(0.5,2.0)$, $(2.0,0.5)$ and $(1.5,2.5)$, with $a$ belonging to the electron that carries the vector factor. The order in the table is the largest $l+m+n$ used with the first pair. The second $S$ pair stops two degrees lower, and the second and third $P$ pairs stop one and two degrees lower. The low-order rows depend on this choice.

Let $d_L$, $d_V$ and $d_A$ be the length, velocity and acceleration values of $\langle P_z|R_z|S\rangle$, in bohr:
\begin{center}
\begin{tabular}{cccc}
order & $d_L$ & $d_V$ & $d_A$\\
1 & 0.3295 & 0.4168 & 0.3848\\
2 & 0.4046 & 0.4155 & 0.4060\\
4 & 0.4204 & 0.4210 & 0.4202\\
6 & 0.42075 & 0.42078 & 0.42077
\end{tabular}
\end{center}

At order 6 the energies are $-2.903724$ and $-2.123843$ hartree, so $\omega=0.779881$ hartree, or about $21.22$ eV. The matrix element of $D_z$ is $-0.328158$ bohr$^{-1}$, and that of $A_z$ is $0.127959$ bohr$^{-2}$. Thus
\begin{align}
d_V&=-\frac{-0.328158}{0.779881}=0.42078,\\
d_A&=\frac{2\times0.127959}{(0.779881)^2}
=\frac{0.255918}{0.608214}=0.42077 .
\end{align}
The spread of the three values is $7.9\times10^{-5}$ of $d_L$. The fifth decimal of $d$ is not converged: from order 5 to order 6, $d_L$, $d_V$ and $d_A$ still move by about $4$, $2$ and $9\times10^{-5}$ bohr, so the supported value is $d\simeq0.4208$ bohr to about $10^{-4}$. The numerical check requires it to be below $2\times10^{-3}$.

The absorption oscillator strength is $2\omega/3$ times the sum of squared dipole elements over the three final components. By rotational symmetry each component contributes $d^2$, so
\begin{equation}
f=\frac{2\omega}{3}\,3d^2=2\omega d^2 .
\end{equation}
The three forms give $0.27612$, $0.27616$ and $0.27615$, or $f\simeq0.2761$ to $0.2762$ in this model.

\paragraph{Remark on approximate states.} Let $\tilde f$ and $\tilde i$ be approximate states, regular enough for Lemma 4's integration by parts, with energies $\tilde E$ and $\tilde\omega=\tilde E_f-\tilde E_i$. Define the residuals $\rho=(H-\tilde E)\tilde\psi$. Lemma 3 still holds as an operator identity. Substituting $H\tilde\psi=\tilde E\tilde\psi+\rho$ on each side gives
\begin{equation}
iZ\langle\tilde f|\mathbf A|\tilde i\rangle
-\tilde\omega\langle\tilde f|\mathbf P|\tilde i\rangle
=\langle\rho_f|\mathbf P\tilde i\rangle
-\langle\mathbf P\tilde f|\rho_i\rangle .
\end{equation}
The forms differ by residual terms, which vanish for eigenstates. The operator $\mathbf A$ also gives large weight to small $r_i$, whereas $\mathbf R$ gives weight to large $r_i$, so the forms probe different errors in the states.

Agreement is necessary for exact states, but it does not prove accuracy. At order 2, $d_L$ and $d_A$ differ by only $0.3$ percent of $d_L$, yet both lie about $4$ percent below the order-6 values.

\section{A fixed mean field has no such cancellation}

\paragraph{Proposition.} For one electron with $h=\mathbf p^2/2+U(r)$, where $U$ is a local potential with regular bound states in the sense used above,
\begin{equation}
\omega^2\langle f|\mathbf r|i\rangle=\langle f|\nabla U|i\rangle .
\end{equation}

\emph{Proof.} Lemma 1 is unchanged. The product rule in Lemma 3 gives $[h,\mathbf p]=i\nabla U$. The two matrix-element relations combine as in the theorem. $\square$

If $U$ contains a screening part, its gradient stays. That part represents other electrons held in place: they push on the active electron, but their recoil is absent from $h$. Replacing $\nabla U$ by the bare $Z\mathbf r/r^3$ is then inconsistent with the orbitals.

Take the model $U=-(1+e^{-2r})/r$, which behaves as $-2/r$ near the nucleus and as $-1/r$ far away. Its radial derivative is
\begin{equation}
U'=\frac{1+e^{-2r}}{r^2}+\frac{2e^{-2r}}r ,
\end{equation}
and therefore
\begin{equation}
\frac2{r^2}-U'
=\frac{1-(1+2r)e^{-2r}}{r^2}>0\qquad(r>0),
\end{equation}
because $e^{2r}>1+2r$. The lowest $s$ and $p$ radial functions have no nodes, so the bare force must overestimate this transition element.

The computed energies are $-0.93452$ and $-0.12860$ hartree. Without the common angular factor, $\omega^2$ times the radial length element is $0.3664$, and the element of $U'$ is also $0.3664$. The bare term gives $0.472$, which is $29$ percent above the required value.

\paragraph{Remark on other Hamiltonians.} A nonlocal exchange potential generally fails to commute with $\mathbf r$, so Lemma 1 already acquires an extra term. For a nucleus of finite size, $Z\mathbf r_i/r_i^3$ is replaced by the gradient of the actual nuclear potential. With several fixed nuclei, it is replaced by the sum of the gradients of their attractive potential energies. In both of these last cases the electron repulsion still cancels, because it still depends only on electron separations.

\section*{Calculated quantities}
\begin{verbatim}
Commutator [H,D_z] on trial function (a.u.): -0.48002030
Nuclear term on same function (a.u.): -0.48002030
Three-electron configuration, nuclear charge: 3
Electron 1 position (bohr): 0.5 0.2 0.9
  its repulsion gradient, z (hartree/bohr): -0.247932
Electron 2 position (bohr): -0.7 1.1 -0.4
  its repulsion gradient, z (hartree/bohr): 0.212486
Electron 3 position (bohr): 0.3 -1.3 0.6
  its repulsion gradient, z (hartree/bohr): 0.035446
Largest summed repulsion component (hartree/bohr): 1.1e-12
Full gradient by rigid shift, z (hartree/bohr): 2.442241
Nuclear formula, z (hartree/bohr): 2.442241
Hydrogen 1s-2p energy (hartree): 0.375000
Hydrogen <2p_z|z|1s> (bohr): 0.74493554
Hydrogen <2p_z|z/r^3|1s> (bohr^-2): 0.10475656
Helium S exponent pairs (1/bohr): 1.85/1.85, 3.50/3.50
Helium P exponent pairs (1/bohr): 0.50/2.00, 2.00/0.50, 1.50/2.50
Helium columns: order, S and P basis sizes, E_S, E_P (hartree),
  then length, velocity, acceleration dipole values (bohr)
1 3 5 -2.8911336 -2.1229754 0.329471 0.416844 0.384806
2 8 15 -2.9034173 -2.1235640 0.404611 0.415519 0.405982
3 16 34 -2.9036437 -2.1238014 0.412746 0.419864 0.418413
4 29 65 -2.9037142 -2.1238405 0.420401 0.420978 0.420186
5 47 111 -2.9037234 -2.1238429 0.420708 0.420764 0.420682
6 72 175 -2.9037242 -2.1238431 0.420746 0.420779 0.420771
Helium transition energy (hartree): 0.7798812
Helium transition energy (eV): 21.22165
Helium <P_z|sum d/dz|S> (1/bohr): -0.3281577
Helium <P_z|sum z/r^3|S> (bohr^-2): 0.1279594
Helium omega^2 times length element (a.u.): 0.2559037
Helium Z times nuclear element (a.u.): 0.2559188
Relative spread of forms, smallest basis: 2.65e-01
Relative spread of forms, largest basis: 7.93e-05
Oscillator strengths, length velocity acceleration:
  0.276120 0.276164 0.276153
Model potential nuclear charge: 2
Model 1s and 2p energies (hartree): -0.934516 -0.128605
Model omega^2 times radial length (a.u.): 0.3664460
Model full potential gradient (a.u.): 0.3664036
Model bare nuclear term (a.u.): 0.4718475
Bare term divided by required value: 1.28763
\end{verbatim}
